\section*{Zero-phonon energy and Huang-Rhys factor from absorption and emission energies}

\section*{Question}

I am working on an exercise about an optically active defect in a high-k gate oxide. The defect absorbs at $3.0$ eV and emits at $1.8$ eV, it couples to phonons of $60$ meV, and the two electronic states have "equal curvatures". I am asked for the zero-phonon energy and the Huang-Rhys factor.

My attempt was this. Emission happens after the lattice has relaxed, so I took $1.8$ eV as the zero-phonon energy. The absorbed photon carries $1.2$ eV more than that, and $1.2/0.060=20$, so I wrote $S=20$. But then the emission would create no phonons at all, although the lattice surely has to relax again after the photon has left. Where does the argument go wrong? And what does "equal curvatures" do here? I would also like to know whether I may simply read the two energies off the maxima of measured bands.

\section*{Answer}

Your objection to your own result is the right one. The lattice relaxes twice in a full optical cycle, once after absorption and once after emission, and your estimate puts both relaxations into the upper state. Drawing the two energy curves and keeping track of each piece settles it.

\subsection*{The two energy curves}

Let one effective vibration of angular frequency $\omega$ represent the lattice. Its dimensionless coordinate is $q=Q\sqrt{\omega/\hbar}$, where $Q$ is the mass-weighted displacement, and $p$ is the conjugate momentum with $[q,p]=i$. The vibrational Hamiltonians of the lower and upper electronic states are
\begin{align}
H_g&=\tfrac12\hbar\omega\,(p^2+q^2),\\
H_e&=E_0+\tfrac12\hbar\omega\,\bigl[p^2+(q-d)^2\bigr].
\end{align}
The upper minimum is displaced by $d$ and lies $E_0$ above the lower one. "Equal curvatures" means that the same $\hbar\omega$ multiplies both parabolas.

The zero-phonon energy is the difference between the lowest vibrational levels of the two states. Each level lies $\hbar\omega/2$ above its own minimum, so
\begin{equation}
E_{\rm ZPL}=\left(E_0+\tfrac12\hbar\omega\right)-\tfrac12\hbar\omega=E_0 .
\end{equation}

I take "absorption" and "emission" in the exercise to mean vertical energies: the separation of the curves at the lower minimum and at the upper minimum. The nuclei do not move during the electronic jump, and emission starts after the upper state has relaxed. With $V_g$ and $V_e$ the potential parts of $H_g$ and $H_e$,
\begin{align}
E_{\rm abs}&=V_e(0)-V_g(0)=E_0+\tfrac12\hbar\omega d^2,\\
E_{\rm em}&=V_e(d)-V_g(d)=E_0-\tfrac12\hbar\omega d^2 .
\end{align}
The minus sign in the second line arises because the lower state is the one that is strained at $q=d$. Define
\begin{equation}
S=\frac{d^2}{2},\qquad E_R=S\hbar\omega ,
\end{equation}
where $S$ is the Huang-Rhys factor and $E_R$ the relaxation energy. Then
\begin{equation}
E_{\rm abs}=E_{\rm ZPL}+S\hbar\omega,\qquad
E_{\rm em}=E_{\rm ZPL}-S\hbar\omega .
\label{eq:pair}
\end{equation}

\subsection*{Solving for the two unknowns}

Adding the equations in (\ref{eq:pair}) removes $S$, and subtracting them removes $E_{\rm ZPL}$:
\begin{align}
E_{\rm ZPL}&=\frac{E_{\rm abs}+E_{\rm em}}{2}
=\frac{3.0+1.8}{2}\ {\rm eV}=2.4\ {\rm eV},\\
S&=\frac{E_{\rm abs}-E_{\rm em}}{2\hbar\omega}
=\frac{1.2}{2\times0.060}=10 .
\end{align}
The zero-phonon energy corresponds to a vacuum wavelength of $517$ nm.

The energy balance of one cycle is now complete. The defect absorbs $3.0$ eV, loses $0.6$ eV to the lattice in the upper state, emits $1.8$ eV, and loses another $0.6$ eV in the lower state. The Stokes shift of $1.2$ eV contains both losses, which is the origin of the factor 2. Your own pair, $E_{\rm ZPL}=1.8$ eV and $S=20$, reproduces the absorption but would put the emission at $1.8-20\times0.060=0.6$ eV. Correcting only the zero-phonon energy to $2.4$ eV while keeping $S=20$ would put the absorption at $2.4+20\times0.060=3.6$ eV. Both conflict with the data.

Without displacement, $S=0$ and all three energies coincide. At the other end, vertical emission requires $E_{\rm em}>0$, hence $E_R<E_{\rm ZPL}$, which holds here. A stricter condition matters for whether the defect luminesces at all. The two curves cross at a height $E_{\rm em}^2/4E_R=1.35$ eV above the upper minimum, and the vertically excited state lies below that crossing only if $E_R<E_{\rm ZPL}/3=0.8$ eV (the Dexter-Klick-Russell criterion). With $E_R=0.6$ eV this is met, with a smaller margin.

\subsection*{What the number 10 means}

At zero temperature, absorption starts from the lowest lower-state level $|0_g\rangle$ and ends in upper levels $|n_e\rangle$. I assume that the electronic transition dipole does not depend on $q$ (the Condon approximation), so each line has weight $P_n=|\langle n_e|0_g\rangle|^2$.

The lowering operators of the two oscillators are $a=(q+ip)/\sqrt2$ and $b=(q-d+ip)/\sqrt2=a-d/\sqrt2$. Since $a|0_g\rangle=0$,
\begin{equation}
b|0_g\rangle=-\frac{d}{\sqrt2}\,|0_g\rangle .
\end{equation}
Project this on $\langle n_e|$ and use $\langle n_e|b=\sqrt{n+1}\,\langle (n+1)_e|$:
\begin{equation}
\sqrt{n+1}\,\langle (n+1)_e|0_g\rangle=-\frac{d}{\sqrt2}\langle n_e|0_g\rangle .
\end{equation}
Squaring gives $P_{n+1}=P_n\,S/(n+1)$, so $P_n=P_0S^n/n!$. The weights sum to one, which fixes $P_0=e^{-S}$:
\begin{equation}
P_n=e^{-S}\frac{S^n}{n!},\qquad
\sum_n nP_n=S .
\end{equation}
Thus $S$ is the mean number of phonons created in a zero-temperature absorption event. By the symmetry of the two parabolas it is also the mean number created in emission.

For $S=10$ the zero-phonon line has weight $e^{-10}=4.5\times10^{-5}$. It is far too weak to stand out from a broad band, which is why its energy has to be inferred. The recursion also gives $P_{10}/P_9=S/10=1$: the 9- and 10-phonon lines are equally strong, each with weight $0.125$. They lie at $2.94$ and $3.00$ eV. So even at zero temperature the top of the band is not simply at the vertical energy.

\subsection*{What to read from a spectrum: the centroid}

Remove the photon-energy factors discussed below and call what remains the line-shape function. For equal curvatures, its centroid equals the vertical energy. Start from a lower level $|m\rangle$ with energy $\epsilon_m$, and let $|n_e\rangle$ have energy $\epsilon'_n$. Completeness of the upper levels gives the mean photon energy
\begin{equation}
\sum_n(\epsilon'_n-\epsilon_m)\,|\langle n_e|m\rangle|^2
=\langle m|H_e-H_g|m\rangle .
\end{equation}
The kinetic energies and the $q^2$ terms cancel because the curvatures are equal:
\begin{equation}
H_e-H_g=E_0+\tfrac12\hbar\omega(d^2-2qd)
=E_{\rm abs}-\hbar\omega d\,q .
\label{eq:gap}
\end{equation}
Since $\langle m|q|m\rangle=0$, every initial level gives the centroid $E_{\rm abs}$, and so does every thermal mixture of them. In emission the mean coordinate is $d$, and (\ref{eq:gap}) gives $E_{\rm abs}-\hbar\omega d^2=E_{\rm abs}-2S\hbar\omega=E_{\rm em}$.

Direct diagonalization of $H_g$ and $H_e$ with $E_0=2.4$ eV, $S=10$ and $\hbar\omega=60$ meV confirms this: the centroids are $3.0000$ and $1.8000$ eV at both $0$ and $300$ K.

Temperature does change the width. Let $F=-\hbar\omega d\,q$. Because $H_g|m\rangle=\epsilon_m|m\rangle$,
\begin{equation}
(H_e-\epsilon_m-E_{\rm abs})|m\rangle=F|m\rangle .
\label{eq:F}
\end{equation}
The variance for initial level $m$ is the squared norm of this vector, $(\hbar\omega d)^2\langle m|q^2|m\rangle$, with $\langle m|q^2|m\rangle=m+\tfrac12$. The thermal average of $m+\tfrac12$ is $\tfrac12\coth(\hbar\omega/2kT)$. All initial levels share the same centroid, so averaging adds no further spread, and with $d^2=2S$
\begin{equation}
\sigma^2=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}.
\end{equation}
At zero temperature $\sigma=\sqrt{10}\times60=190$ meV. At $300$ K the hyperbolic cotangent is $1.218$ and $\sigma=209$ meV. A Gaussian of that variance would have a full width at half maximum of $0.49$ eV.

For $kT\gg\hbar\omega$ the variance tends to $2E_RkT$, the classical result. That limit is not reached here: $2kT/\hbar\omega=51.7/60=0.86$, so the classical formula would give a room-temperature band narrower than the true one at absolute zero. Zero-point motion supplies most of the width.

\subsection*{Why the maxima give a slightly different answer}

The bands are skewed. To find the third central moment of absorption, apply (\ref{eq:F}) on both sides of the remaining factor:
\begin{equation}
\kappa_3=\langle m|F\,(H_g-\epsilon_m+F)\,F|m\rangle .
\end{equation}
The term $\langle F^3\rangle$ is odd in $q$ and vanishes. Expanding the double commutator shows that the rest is $\tfrac12\langle[F,[H_g,F]]\rangle$. From $[H_g,q]=-i\hbar\omega p$ one gets $[q,[H_g,q]]=\hbar\omega$, hence
\begin{equation}
\kappa_3=\tfrac12(\hbar\omega d)^2\hbar\omega=S(\hbar\omega)^3 ,
\end{equation}
independent of $m$ and therefore of temperature. The replacement $q\to d-q$ exchanges the two parabolas, so at equal temperature the emission line shape is the mirror image of absorption about $E_{\rm ZPL}$, and its third moment is $-S(\hbar\omega)^3$.

For a smooth, weakly skewed band, write $x$ for the distance from the centroid and keep the first correction to a Gaussian:
\begin{equation}
L(x)\propto e^{-x^2/2\sigma_t^2}\left[1+\frac{\kappa_3}{6\sigma_t^3}
\left(\frac{x^3}{\sigma_t^3}-\frac{3x}{\sigma_t}\right)\right].
\end{equation}
Here $\sigma_t^2$ includes any additional symmetric broadening. Near $x=0$ the condition for a maximum is, to first order in $\kappa_3$,
\begin{equation}
-\frac{x}{\sigma_t^2}-\frac{\kappa_3}{2\sigma_t^4}=0
\quad\Rightarrow\quad x_{\max}=-\frac{\kappa_3}{2\sigma_t^2}.
\end{equation}
The absorption maximum therefore lies below its centroid, and the emission maximum above its own.

Take $300$ K and a Gaussian broadening of standard deviation $48$ meV, enough to merge the phonon lines. Then
\begin{equation}
|x_{\max}|\approx\frac{10\times60^3}{2\,(209.4^2+48^2)}\ {\rm meV}=23\ {\rm meV}.
\end{equation}
The maxima of the numerically computed line-shape functions, with the photon-energy factors removed, are at $2.976$ and $1.824$ eV, shifts of $24$ meV. Used in place of the vertical energies, they give
\begin{equation}
S_{\rm maxima}=\frac{2.976-1.824}{0.120}=9.6 ,
\end{equation}
which is $4\%$ below the true value in this model. The midpoint is still $2.400$ eV, because mirror images have maxima at equal distances from $E_{\rm ZPL}$. Both statements refer to the line-shape functions; raw measured bands are not mirror images, as the next section shows.

\subsection*{Remove the photon-energy factors first}

A measured absorption coefficient contains a factor $E$ besides the line-shape function, and the spontaneous emission rate, in photons per unit energy interval, contains $E^3$. I neglect the variation of the refractive index across the bands. The absorption centroid becomes
\begin{equation}
\frac{\langle E^2\rangle}{\langle E\rangle}=E_{\rm abs}+\frac{\sigma^2}{E_{\rm abs}} ,
\end{equation}
a shift of $15$ meV at $300$ K. For emission set $E=E_{\rm em}+x$, so that $E^3\approx E_{\rm em}^3(1+3x/E_{\rm em})$. Since $\langle x\rangle=0$, the weighted mean of $x$ is $3\sigma^2/E_{\rm em}=73$ meV to leading order. The full weighted sum over lines gives $69$ meV; the difference comes from the terms dropped in the expansion.

Both shifts are upward, but they are unequal. Uncorrected centroids of $3.015$ and $1.869$ eV would yield $S=9.5$ and a zero-phonon energy of $2.442$ eV. Unlike the use of line-shape maxima, this omission spoils the midpoint too. Maxima read from raw bands suffer both errors. A factor $E^p$ moves a maximum up by roughly $p\sigma_t^2/E$, here $15$ meV in absorption and $77$ meV in emission to leading order, so raw maxima give $S\approx9.1$ and a midpoint more than $40$ meV too high. On a wavelength axis the emission maximum moves up further still. For data, divide the absorption by $E$ and the photon emission rate per unit energy by $E^3$, and then take centroids on the energy axis. A photon emission spectrum recorded per unit wavelength must first be converted to one per unit energy by multiplying it by $\lambda^2$, which is proportional to $E^{-2}$.

\subsection*{What "equal curvatures" buys you}

Let the upper state have frequency $r\omega$, with $q$ still defined by the lower frequency $\omega$. Its potential is $E_{\min}+\tfrac12\hbar\omega r^2(q-d)^2$. Write $R_g=\tfrac12\hbar\omega d^2$ for the relaxation energy in the lower state. The relaxation energy in the upper state is then $R_e=r^2R_g$, and
\begin{equation}
E_{\rm abs}=E_{\min}+r^2R_g,\qquad E_{\rm em}=E_{\min}-R_g .
\end{equation}
Subtraction gives $R_g=(E_{\rm abs}-E_{\rm em})/(1+r^2)$. The zero-point energies no longer cancel, so
\begin{equation}
E_{\rm ZPL}=E_{\rm em}+\frac{E_{\rm abs}-E_{\rm em}}{1+r^2}
+\tfrac12(r-1)\hbar\omega .
\end{equation}
For $r=1$ this returns the midpoint. Now hold the vertical energies at $3.0$ and $1.8$ eV and make the upper state $10\%$ softer in frequency, $r=0.9$:
\begin{align}
R_g&=\frac{1.2}{1.81}\ {\rm eV}=0.663\ {\rm eV},\qquad R_e=0.537\ {\rm eV},\\
E_{\rm ZPL}&=(1.8+0.663-0.003)\ {\rm eV}=2.460\ {\rm eV}.
\end{align}
The midpoint is now wrong by $60$ meV, a full phonon quantum. Nearly all of that comes from the unequal sharing of the Stokes shift; the zero-point term contributes just $-3$ meV.

There are also two Huang-Rhys factors, each defined with the phonon quantum of the state that relaxes: $0.663/0.060=11.05$ for emission and $0.537/0.054=9.94$ for absorption. The two optical energies cannot reveal $r$. Equal curvature is the extra information that makes two data sufficient for the two energies $E_{\rm ZPL}$ and $E_R$.

\subsection*{The phonon energy is an input}

The optical energies fix $E_R=0.6$ eV and nothing finer. With that held constant, a quantum of $50$ meV gives $S=12$, and one of $70$ meV gives $S=8.6$. The zero-phonon energy does not change in this equal-curvature model.

If several independent modes couple, their displacement energies add and the Stokes shift is $2\sum_kS_k\hbar\omega_k$. A single quantum that preserves both this energy and the total $S=\sum_kS_k$ must be the average of the $\hbar\omega_k$ weighted by $S_k$.

\subsection*{How this relates to a real gate oxide}

The energies in the exercise are round model parameters and do not identify a particular defect. A real film breaks the assumption of one defect in one fixed environment.

The gate field is one example. If the two states differ in dipole moment by $\Delta\mu$ along the field, independently of $q$, the field adds the same energy to $E_{\rm abs}$ and $E_{\rm em}$. It then shifts $E_{\rm ZPL}$ and leaves $S$ alone. For a chosen $\Delta\mu=0.1\,e\,$nm and a field of $2$ MV/cm, without local-field correction, the shift has magnitude $20$ meV. This is below the $60$ meV error from a $10\%$ frequency mismatch, but the order is not secure in a high-k oxide: for $\varepsilon=25$ the local-field factor is about $1.5$ in an empty-cavity model and $(\varepsilon+2)/3=9$ in the Lorentz model, so the shift could lie anywhere from about $30$ to $180$ meV. For the cases worked out here, a $10$ meV error in the phonon quantum matters more for $S$ than reading maxima instead of centroids.

One further condition concerns the upper state. The derivation assumes a localized transition with a single upper curve. If the electron is instead excited into the conduction band, there is a continuum of final states, and the centroid of the measured absorption is no longer one vertical energy. The algebra can still be used for calculated vertical energies if both refer to an electron at the band edge and the curvatures are equal; the midpoint is then the relaxed ionization energy of the defect.

The numerical output below lists the values to more digits.

\section*{Computed values}
\begin{verbatim}
absorption, vertical: 3.00 eV
emission, vertical: 1.80 eV
phonon quantum: 60 meV
Stokes shift: 1.20 eV
zero-phonon energy: 2.400 eV
zero-phonon wavelength: 516.6 nm
relaxation energy: 0.600 eV
Huang-Rhys factor: 10.000
displacement d: 4.472 (dimensionless)
zero-phonon energy from diagonalization: 2.400000 eV
absorption centroid, 0 K: 3.000000 eV
emission centroid, 0 K: 1.800000 eV
absorption centroid, 300 K: 3.000000 eV
emission centroid, 300 K: 1.800000 eV
zero-phonon weight, 0 K: 4.540e-05
weight of 8-phonon line, 0 K: 0.1126
weight of 9-phonon line, 0 K: 0.1251
weight of 10-phonon line, 0 K: 0.1251
weight of 11-phonon line, 0 K: 0.1137
thermal energy at 300 K: 25.85 meV
coth(hw/2kT) at 300 K: 1.2177
standard deviation, 0 K: 189.7 meV
standard deviation, 300 K: 209.4 meV
Gaussian-equivalent FWHM, 0 K: 0.447 eV
Gaussian-equivalent FWHM, 300 K: 0.493 eV
S without the factor 2: 20.0
absorption centroid for that S: 3.600 eV
extra Gaussian broadening (std): 48 meV
absorption maximum, 300 K: 2.9762 eV
emission maximum, 300 K: 1.8238 eV
estimated shift of maxima: 23.4 meV
S read from maxima: 9.60
zero-phonon energy from maxima: 2.4000 eV
raw absorption centroid, 300 K: 3.0146 eV
raw emission centroid, 300 K: 1.8693 eV
estimated raw absorption shift: 14.6 meV
estimated raw emission shift: 73.1 meV
S from raw centroids: 9.54
zero-phonon energy from raw centroids: 2.4420 eV
soft upper state, frequency ratio: 0.90
soft case, lower-state relaxation: 0.6630 eV
soft case, upper-state relaxation: 0.5370 eV
soft case, zero-phonon energy: 2.4600 eV
soft case, S in emission: 11.05
soft case, S in absorption: 9.94
soft case, absorption centroid: 2.99715 eV
soft case, emission centroid: 1.79683 eV
S if phonon quantum is 50 meV: 12.00
S if phonon quantum is 70 meV: 8.57
gate-oxide field: 2.0 MV/cm
chosen dipole change: 0.1 e nm
linear Stark shift, magnitude: 20.0 meV
\end{verbatim}
